# Series law for flat aligned inclusions from incremental effective-medium growth, part 2

A host of relative permittivity $k_m$ is filled step by step with aligned discs of relative permittivity $k_i$, up to volume fraction $\phi$. The disc normals lie along the mean field, the $z$ axis. The response is linear and quasi-static, without free charge. The permittivity is $k$ or $k_z$ along the normal, with $r=1/k$, and $k_x$ in the plane; $u=k/k_i-1$. For flat discs the series law holds:

$$
\frac{1}{k}=\frac{\phi}{k_i}+\frac{1-\phi}{k_m}. \tag{1}
$$

In the incremental (differential) scheme, each small dose replaces a fraction $\delta$ of the medium made so far, which the new discs see as uniform:

$$
dk=\delta\,\frac{k\,(k_i-k)}{k+L(k_i-k)}\;\xrightarrow{\;L=1\;}\;\delta\,\frac{k\,(k_i-k)}{k_i}. \tag{9}
$$

$$
d\phi=(1-\phi)\,\delta . \tag{10}
$$

The denominator in (9) can be written as

$$
k_z+L(k_i-k_z)=k_i\left[1+(1-L)\left(\frac{k_z}{k_i}-1\right)\right]. \tag{8}
$$

For $L=1$,

$$
dr=-\frac{dk}{k^2}=-\delta\,\frac{k_i-k}{k\,k_i}=\delta\left(\frac1{k_i}-r\right). \tag{13}
$$

For constant $L$ (flat discs $L=1$, spheres $L=1/3$),

$$
\frac{k_i-k}{k_i-k_m}\left(\frac{k_m}{k}\right)^{L}=1-\phi . \tag{11}
$$

The inner field was derived in stretched coordinates $X=x/\sqrt{k_x}$, $Y=y/\sqrt{k_x}$, $Z=z/\sqrt{k_z}$, which give Laplace's equation. A spheroid with semi-axes $a$ in the plane and $c$ along $z$ then has semi-axes $A=a/\sqrt{k_x}$ and $C=c/\sqrt{k_z}$. The outer potential contains the integral of $f(s)=1/[(s+C^2)\,\Delta(s)]$, with $\Delta(s)=(s+A^2)\sqrt{s+C^2}$. With $\alpha$ = thickness/diameter,

$$
\alpha'=\frac{C}{A}=\alpha\sqrt{\frac{k_x}{k_z}} . \tag{2}
$$

The depolarization factor along the normal, with $e=\sqrt{1-\alpha'^2}$, is

$$
L=\frac{1}{e^2}\left[1-\frac{\alpha'}{e}\arctan\frac{e}{\alpha'}\right], \tag{6}
$$

and $1-L\approx\pi\alpha'/2$ for flat discs.

The illustrations use $k_m=3.0$, $k_i=1$ (empty pores) and $\phi=0.30$, for which (1) gives $k=1.875$. In the computed output, "direct finite steps" apply the $L=1$ form of (9) with equal finite doses, and the factor $1/(1-\phi)$ is the one in $dk/d\phi$ that follows from (10).

### Inserting everything at once

The single-dose, or Maxwell Garnett, estimate places all discs in the bare host and lets each one see the mean host field $E_h$. With $d=k_i-k_m$, the inner field is $E_{\rm in}=k_mE_h/(k_m+Ld)$, and the mean field is $\langle E\rangle=(1-\phi)E_h+\phi E_{\rm in}$. Then

$$
k=k_m+\phi\,d\,\frac{E_{\rm in}}{\langle E\rangle}
=k_m+\frac{\phi\,d\,k_m}{(1-\phi)(k_m+Ld)+\phi k_m}
=k_m+\frac{\phi\,d\,k_m}{k_m+(1-\phi)Ld}. \tag{15}
$$

At $L=1$ the two terms combine to $k_m(k_m+d)/[k_m+(1-\phi)d]=k_mk_i/[\phi k_m+(1-\phi)k_i]$, which is again the series law. For flat discs the incremental construction is thus sufficient for the harmonic average but not necessary. The two schemes separate when the discs have a finite aspect ratio.

### The in-plane component

The derivation of the inner field holds for a field along $x$ if the factor $1/(s+C^2)$ in $f$ is replaced by $1/(s+A^2)$. The three depolarization factors are then

$$
L_j=\frac{A^2C}{2}\int_0^\infty\frac{ds}{(s+a_j)\,\Delta(s)},\qquad \sum_j\frac{1}{s+a_j}=\frac{2\Delta'(s)}{\Delta(s)},
$$

with $\Delta=(s+A^2)\sqrt{s+C^2}$, $a_1=a_2=A^2$ and $a_3=C^2$. Their sum is

$$
\sum_jL_j=A^2C\int_0^\infty\frac{\Delta'}{\Delta^2}\,ds=\frac{A^2C}{\Delta(0)}=1 ,
$$

so $L_x=(1-L)/2$, which vanishes in the flat limit. The in-plane field is then continuous across the disc faces, and $dk_x=\delta(k_i-k_x)$. With $\delta=d\phi/(1-\phi)$ this integrates to $k_i-k_x=(1-\phi)(k_i-k_m)$, or

$$
k_x=\phi\,k_i+(1-\phi)\,k_m , \tag{16}
$$

the arithmetic average. For the illustration $k_x=0.30+2.10=2.40$, against 1.875 along the normal. A simulation that treats such a film as isotropic with $k=1.875$ underestimates the coupling between conductors that lie side by side in the same layer.

### Discs of finite width

For finite $\alpha$, $k_x$ and $k_z$ are integrated together, with $L$ taken from (6) at the current $\alpha'$. The leading correction to the series law can be found by hand. Put $\eta=1-L$, $q=r-1/k_i$ and $ds=d\phi/(1-\phi)$. By (8), the rate in (13) is divided by $1+\eta u$:

$$
\frac{dq}{ds}=-\frac{q}{1+\eta u}\approx-q\,(1-\eta u).
$$

The term with $\eta$ multiplies $q$ by $1+\int\eta u\,ds$ to first order, so $r$ changes by $q\int\eta u\,ds$. A change of $r$ changes $k$ by the relative amount $-k$ times that change, and $-kq=k/k_i-1=u$. Hence

$$
\frac{\delta k}{k}\approx u\int\eta\,u\,ds .
$$

On the unperturbed path $dk=-k\,u\,ds$, so that $\int u\,ds=\ln(k_m/k)$. If the slow drift of $\alpha'$ is ignored and $\eta$ is set to $\pi\alpha/2$,

$$
\frac{\delta k}{k}\approx\frac{\pi\alpha}{2}\left(\frac{k}{k_i}-1\right)\ln\frac{k_m}{k}. \tag{17}
$$

The bracket and the logarithm have the same sign, so finite width raises $k$ whether the discs are less or more polarizable than the host. Because $k_x\ge k_z$ during the growth of flat discs, $\alpha'$ is at least $\alpha$. Equation (17) therefore underestimates the part of the shift that is linear in $\alpha$. The error is small for the parameters used here but grows with the contrast, and at strong contrast the coupled integration should be used.

A pore 2 nm thick and 40 nm wide has $\alpha=0.05$. Equation (17) gives $0.0785\times0.875\times0.470=3.2$ %. The coupled integration gives $k=1.934$, which is 3.1 % above the series value. For $\alpha=0.01$ and $0.001$ it gives 1.888 and 1.876, so the shift falls in proportion to $\alpha$ at small $\alpha$. The in-plane value at $\alpha=0.05$ is 2.388, slightly below the arithmetic mean. The single-dose formula (15) at the same aspect ratio gives 1.943, or 0.5 % above the incremental value. This is the difference between these two schemes only; it does not bound the spread among other mixing rules once the discs are not ideally flat.

### A random structure without the effective-medium assumption

The differential scheme treats earlier inclusions as a smooth background, although a real film contains discs of similar size. A two-dimensional field solution, which does not make this assumption, tests whether the series law is still approached as the inclusions lengthen. A film of 100 cells in thickness and 400 cells in width, periodic sideways, was filled with ribbons one cell thick at random positions. New ribbons overwrote old ones. The number of ribbons was set for a mean porosity of 0.30, and the porosity reached differs because the overlaps are random. Each line below is a single random structure, compared with the series law at its own porosity.

| Length/thickness | Porosity | $k$ from field | $k$ series | Excess |
|---|---|---|---|---|
| 10 | 0.303 | 1.948 | 1.867 | 4.4 % |
| 40 | 0.308 | 1.886 | 1.856 | 1.6 % |
| 160 | 0.278 | 1.936 | 1.928 | 0.4 % |

The excess over the series law falls as the ribbons lengthen. The value of $k$ itself does not fall steadily, because the last structure happens to have a lower porosity. The ribbons are resolved by one cell only, so the field at their ends is coarse and the tabulated values are too low. Subdividing each cell four times in both directions raises $k$ in the three lines to 1.960, 1.889 and 1.937, and the excesses to 5.0 %, 1.8 % and 0.5 %. Other random structures with the same parameters scatter by about 0.13 percentage points (standard deviation), which is a sizeable part of the last entry.

Long inclusions do not remove the excess completely in a film of finite thickness. If the inclusions are much wider than the film is thick, neighbouring regions act as separate capacitors in parallel, each with its own local porosity $p$ and reciprocal $r(p)$. The film value is then the lateral mean of $1/r$, and this exceeds $1/\langle r\rangle$ because $1/r$ is a convex function. Expanding to second order in the fluctuation of $r$, the relative excess is $\mathrm{var}(r)/\langle r\rangle^2$. For $n$ independent layers, each porous with probability $\phi$, $\mathrm{var}(p)=\phi(1-\phi)/n$ and

$$
\frac{\mathrm{var}(r)}{\langle r\rangle^2}=\frac{\phi(1-\phi)}{n}\left(\frac{1/k_i-1/k_m}{\langle r\rangle}\right)^2 . \tag{18}
$$

With $n=100$ and $\phi=0.30$ this is $0.0021\times(0.667/0.533)^2\approx0.3$ %. The ribbons in the last line of the table are only 1.6 times as long as the film is thick, and the calculation does not separate this effect from that of the ribbon ends, so (18) does not by itself account for the 0.4 % found there. For random placement, the series law thus needs inclusions that are wide compared with their thickness and also many of them across the film.

### A porous interlayer film

Take a film 200 nm thick between parallel electrodes at 1.0 V, with the parameters above. In the flat limit, with $h$ for the film thickness, the capacitance per area is

$$
\frac{\varepsilon_0k}{h}=\frac{8.854\times10^{-12}\ \mathrm{F/m}\times1.875}{2.00\times10^{-7}\ \mathrm{m}}=8.30\times10^{-5}\ \mathrm{F/m^2}=8.30\ \mathrm{nF/cm^2}.
$$

The mean field is 0.050 MV/cm. Since $D$ is common to all layers, the field in a material of permittivity $k_l$ is the mean field times $k/k_l$. This gives $0.050\times1.875=0.094$ MV/cm in the pores and one third of that, 0.031 MV/cm, in the host. Their volume average, $0.30\times0.094+0.70\times0.031$, returns 0.050 MV/cm. The low permittivity is obtained because the pores take more than their share of the voltage.

Spherical pores with the same porosity, host and film thickness follow (11) with $L=1/3$, which gives $k=2.277$ and 10.08 nF/cm². Flat pores are 18 % lower for a vertical field. For a field in the plane the order is reversed: 2.40 for flat pores against 2.277 for spheres. At fixed porosity and within this model, flattening the pores therefore helps when the coupling between wide, stacked metal levels dominates. For neighbouring lines in one level the answer depends on their shape. Between lines many times taller than their spacing the field is mostly in the plane, and flattening hurts. Around thin, flat lines the field also has large vertical parts. For strips of negligible height in a uniform film that extends far above and below them, the coordinate stretching of Part 1 shows that the coupling is proportional to $\sqrt{k_xk_z}=\sqrt{2.40\times1.875}=2.12$. This is below 2.277, so flattening helps there too. For an isolated pair of lines whose width equals their spacing, the two pore shapes give the same coupling when the height is about twice the spacing. This is an ordinary line shape, so neither limit settles a real layout, which needs a field solution with both components.

The parameters compare with real films as follows. Dense organosilicate glass has a permittivity of roughly 3, and porous versions with some tens of per cent of pores reach roughly 2 to 2.5. The host value and the porosity are therefore ordinary. The pore shape is not: pores in such films are typically a few nanometres or less in size and closer to equiaxed than to discs 40 nm wide. The assumption of flat pores therefore fails in such films, and replacing flat pores by spheres moves the result from 1.875 to 2.277, or by 21 %. The series value is best read as the limit for an intentionally layered porosity.

### Other effects left out

**Tilt.** If all disc normals are tilted in the same direction by an angle $\theta$ from the field, the component measured between wide parallel electrodes is $k\cos^2\theta+k_x\sin^2\theta$, because the electrodes force the lateral mean field to zero. For 10° this gives 1.891, a rise of 0.8 %; the rise grows as $\sin^2\theta$ and reaches 7 % at 30°.

**Moisture.** Let water replace empty pore space amounting to 1 % of the film volume, in flat layers parallel to the film. The series law for three materials then contains a water term $0.01/k_w$. Dropping it, which corresponds to $k_w\to\infty$, gives $1/k=0.70/3.0+0.29=0.5233$ and $k=1.911$. For this geometry the rise is therefore at most 1.9 %. The bound does not cover water that bridges a pore from face to face, and it applies to the normal component only. In the plane the arithmetic average holds, and with the bulk value $k_w\approx80$ the same water gives $k_x=2.10+0.29+0.80=3.19$, which is 33 % above 2.40.

**High field.** Suppose that the host reaches a rough strength of 5 MV/cm. The field in the pores is then three times larger, 15 MV/cm, and the voltage across one 2 nm pore is 3.0 V. An electron crossing one pore in this field gains about 3 eV, below the 12 to 16 eV needed to ionize common gases, so an avalanche within a single pore is not expected. This says nothing about failure through the host or along pore surfaces, and it is not an estimate of the breakdown strength of the film.

**Tunnelling.** For a rough barrier of 4 eV, the exponent $2w\sqrt{2m_eU}/\hbar$ for an electron of mass $m_e$ crossing a pore of thickness $w=2$ nm is about 40, where $U$ is the barrier height. At 1 V bias the drop across one pore is about 0.02 V, so the bias hardly tilts the barrier. If the barrier is taken as rectangular, direct tunnelling is suppressed by a factor of roughly $e^{-40}$. The exponent varies as $\sqrt U$ and is only about 20 for a barrier of 1 eV, so the suppression is much weaker for electrons in high-lying states of the host. Both exponents are upper estimates, because the attraction between the electron and the pore walls it polarizes lowers and rounds the barrier. At the high field of the preceding paragraph the barrier is strongly tilted and this exponent no longer applies.

For the component along the normal, and for the small tilt and water content assumed, the pore shape is the largest of the effects sized here and the others change $k$ by a few per cent or less. This ranking does not carry over to the in-plane component, where 1 % of water in flat layers outweighs the pore shape. The results of the numerical calculations in this part, apart from the mesh refinement, the sample scatter and the line-pair crossover, are listed in the output that follows; the other numbers come from the formulas by the arithmetic indicated.

## Numbers as computed

```
host k 3.00, pore k 1.00, porosity 0.30
film 200 nm, bias 1.0 V, pore 2 nm x 40 nm
porosity 0.1: k grown 2.50000, k series 2.50000
porosity 0.2: k grown 2.14286, k series 2.14286
porosity 0.3: k grown 1.87500, k series 1.87500
1/k of series film: 0.53333
in-plane k (arithmetic mean): 2.4000
k with spherical pores: 2.2771
k if the factor 1/(1-phi) is omitted: 1.9758
k from 10 direct finite steps: 1.84600
k from 100 direct finite steps: 1.87224
error ratio, 100 against 200 steps: 2.005
capacitance, flat pores: 8.301 nF/cm2
capacitance, spherical pores: 10.081 nF/cm2
mean field: 0.0500 MV/cm
field in pore: 0.09375 MV/cm
field in host: 0.03125 MV/cm
pore aspect ratio: 0.050, L: 0.9262
flatness parameter (pi alpha/2)|k_host/k_inc-1|: 0.1571
aspect 0.050: incremental k along normal 1.9339
aspect 0.010: incremental k along normal 1.8877
aspect 0.001: incremental k along normal 1.8763
aspect 0.050: incremental k in plane 2.3875
aspect 0.050: single-dose k along normal 1.9433
shift of k by finite aspect: 3.14 %
2D ribbons, length/thickness 10: porosity 0.3034, k 1.9484, series 1.8670
2D ribbons, length/thickness 40: porosity 0.3081, k 1.8863, series 1.8563
2D ribbons, length/thickness 160: porosity 0.2782, k 1.9361, series 1.9275
k with common tilt of 10 deg: 1.8908 (0.84 %)
k with water in 0.01 of film volume, flat layers, upper limit: 1.9108 (1.91 %)
rough host strength: 5.0 MV/cm; drop on one pore then: 3.00 V
rough barrier 4.0 eV: tunnelling exponent across pore 41.0
```
